# Why duplicating a via does not square its average failure probability

Suppose a via fails to open with average probability $1.14\times10^{-6}$, and a designer places two copies wherever one would do. Squaring the average gives $1.30\times10^{-12}$ per pair, or 0.013 expected failed pairs among $10^{10}$. In the model solved below, where both copies receive the same slightly fluctuating dose, the expected number is 0.80. The square is too small by a factor of 62, although the average failure probability was right and the two holes share no photons.

The error lies in the order of two operations. Duplication squares the failure probability at each dose. The average over doses comes afterwards, and the average of a square exceeds the square of the average by the variance.

## The joint failure probability

Let $x$ be the local dose divided by its mean, so that $E[x]=1$, where $E$ denotes an average over exposures and positions. Both copies see the same $x$. Let $I_1$ and $I_2$ equal 1 if the corresponding copy fails and 0 otherwise. Two assumptions are made:

- at given $x$, each copy fails with the same probability $p(x)$;
- at given $x$, the two failures are independent.

The pair fails when $I_1I_2=1$. Averaging first at fixed dose and then over dose,

$$P_2=E\big[E[I_1I_2\,|\,x]\big]=E\big[E[I_1|x]\,E[I_2|x]\big]=E[p(x)^2].$$

The second equality uses conditional independence. Write $\bar p=E[p(x)]$ and expand the variance:

$$\mathrm{Var}[p]=E[(p-\bar p)^2]=E[p^2]-2\bar p\,E[p]+\bar p^2=E[p^2]-\bar p^2.$$

Therefore

$$\boxed{P_2=\bar p^2+\mathrm{Var}[p(x)]}.$$

The added term is the variance of the conditional failure probability, not of the dose. It vanishes if and only if $p(x)$ has the same value at all doses that occur, apart from a set of zero probability.

If the copies have different doses $x_1$ and $x_2$ with the same distribution, and each failure depends on its own dose, the same argument gives

$$P_2=E[p(x_1)p(x_2)]=\bar p^2+\mathrm{Cov}[p(x_1),p(x_2)].$$

Independent doses make the covariance zero and restore the square.

A two-state case shows how bad sharing can be. Let a fraction $\epsilon$ of places have a low dose at which $p=h$, and let $p=0$ elsewhere. Then $\bar p=\epsilon h$ but $P_2=\epsilon h^2$, so $P_2/\bar p^2=1/\epsilon$. For $h=1$, $P_2=\bar p$: the second copy is useless, because it fails wherever the first does. In general $0\le p\le1$ implies $p^2\le p$, hence $\bar p^2\le P_2\le\bar p$.

## A solvable model of the via

Consider holes printed with extreme-ultraviolet light in a positive resist, where too little absorbed light leaves the hole closed. A hole absorbs $N$ photons, with mean $\mu x$ at dose $x$, and fails if $N\le n_c$. For Poisson shot noise,

$$p(x)=\sum_{n=0}^{n_c}e^{-\mu x}\frac{(\mu x)^n}{n!}.$$

Conditional independence follows from the Poisson law. Let the number of photons absorbed in a large field be Poisson with mean $\Lambda x$, and let each photon land in hole 1 with probability $q$, in hole 2 with probability $q$, and elsewhere with probability $1-2q$. Summing over the number $r$ that land elsewhere,

$$P(a,b|x)=\sum_{r=0}^{\infty}e^{-\Lambda x}\frac{(\Lambda x)^{a+b+r}}{(a+b+r)!}\,\frac{(a+b+r)!}{a!\,b!\,r!}\,q^{a+b}(1-2q)^r.$$

The factorials of $a+b+r$ cancel, and the sum over $r$ gives $e^{\Lambda x(1-2q)}$. With $\mu=\Lambda q$,

$$P(a,b|x)=\left[e^{-\mu x}\frac{(\mu x)^a}{a!}\right]\left[e^{-\mu x}\frac{(\mu x)^b}{b!}\right].$$

Shot noise in disjoint holes is thus independent at fixed dose, and the correlation enters through $x$. If $x$ has standard deviation $\sigma$, then $E[N_1N_2]=\mu^2E[x^2]=\mu^2(1+\sigma^2)$, so $\mathrm{Cov}(N_1,N_2)=\mu^2\sigma^2$. Each count has variance $\mu+\mu^2\sigma^2$: shot noise plus dose noise. The correlation coefficient is

$$\rho_N=\frac{\mu\sigma^2}{1+\mu\sigma^2}.$$

For the example, take a wavelength of 13.5 nm, for which the photon energy is 91.84 eV, and a mean dose of 40 mJ/cm² inside the hole. This dose is $4.0\times10^{-16}$ J/nm², or 27.18 photons/nm². A hole 20 nm in diameter has area 314.2 nm². A film 30 nm thick with absorption coefficient 5 per µm absorbs a fraction $1-e^{-0.15}=0.1393$. Hence

$$\mu=27.18\times314.2\times0.1393\approx1190.$$

The threshold is set at 85% of this mean, rounded down: $n_c=1011$. The shared dose follows a gamma distribution, which excludes negative doses, with $\sigma=1.5\%$. The relative shot noise is $1/\sqrt\mu=2.9\%$, about twice as large, and $\rho_N=0.21$.

At the nominal dose the failure probability is $p_0=p(1)=5.9\times10^{-8}$. Averaging over dose raises it to $\bar p=1.14\times10^{-6}$, because low doses add more failures than high doses remove. The pair then gives

$$P_2=1.30\times10^{-12}+7.90\times10^{-11}=8.03\times10^{-11}.$$

Nearly all of the joint failure probability is variance. Duplication still helps greatly, since $\bar p/P_2\approx1.4\times10^4$, but squaring promised a gain of $1/\bar p\approx9\times10^5$.

## What the first failure reveals

The probability that the second copy fails, given that the first has failed, is

$$P(I_2=1|I_1=1)=\frac{P_2}{\bar p}=\bar p+\frac{\mathrm{Var}[p]}{\bar p}=7.1\times10^{-5}.$$

The first failure does not cause the second. It is evidence that the dose was low, and the second copy had that same dose.

The gamma distribution lets this inference be solved in closed form. With $k=1/\sigma^2$, its density is $g(x)=k^kx^{k-1}e^{-kx}/\Gamma(k)$, with mean 1 and variance $1/k$. At fixed dose the total $T=N_1+N_2$ is Poisson with mean $2\mu x$. Averaging over dose,

$$P(T)=\frac{k^k(2\mu)^T}{\Gamma(k)\,T!}\int_0^\infty x^{k+T-1}e^{-(k+2\mu)x}\,dx.$$

The integral is $\Gamma(k+T)/(k+2\mu)^{k+T}$, so

$$P(T)=\frac{\Gamma(k+T)}{\Gamma(k)\,T!}\left(\frac{k}{k+2\mu}\right)^k\left(\frac{2\mu}{k+2\mu}\right)^T.$$

Given $T$, each photon is equally likely to be in either hole. Both fail if neither count exceeds $n_c$, which gives

$$P_2=\sum_{T=0}^{2n_c}P(T)\sum_{a=\max(0,T-n_c)}^{\min(T,n_c)}\binom{T}{a}2^{-T}.$$

This sum contains no average of $p^2$, and it also gives $8.03\times10^{-11}$.

The integrand above shows that, once $T$ is known, the dose has a gamma density with shape $k+T$ and rate $k+2\mu$. Its mean is their quotient:

$$E[x|T]=\frac{k+T}{k+2\mu}.$$

Joint failure requires $T\le2n_c=2022$. With $k=4444$, the mean dose given joint failure therefore cannot exceed $6466/6824=0.948$. Its computed value is 0.945, which is 3.6 standard deviations below the ordinary mean. For one failed via the mean dose is 0.967. Joint failures thus come from deeper in the dose tail than single ones: doses more than $3\sigma$ below the mean occur with probability 0.12%, yet supply 79% of the joint failures.

A milder threshold makes failures common enough to simulate. With $n_c$ at 95% of the mean count and the other parameters unchanged, the formula gives $\bar p^2=0.00397$ and $P_2=0.00798$. In one million simulated exposures, holes sharing a dose failed together with frequency 0.00795. When each first hole was paired with a second hole from another exposure, the frequency was 0.00400. The sampling error is below 0.0001, so the excess disappears when the dose is no longer shared.

## Why a small dose spread has a large effect

A count correlation of 0.21 looks too modest for a factor of 62. The explanation is the steepness of $p(x)$. Set $m=\mu x$ and differentiate the Poisson sum:

$$\frac{d}{dm}\sum_{n=0}^{n_c}e^{-m}\frac{m^n}{n!}=e^{-m}\left[\sum_{n=1}^{n_c}\frac{m^{n-1}}{(n-1)!}-\sum_{n=0}^{n_c}\frac{m^n}{n!}\right]=-e^{-m}\frac{m^{n_c}}{n_c!}.$$

All terms but the last cancel. Call this last Poisson probability $f(m)$. With $\delta=x-1$, we have $dp/d\delta=-\mu f$, so the logarithmic slope at nominal dose is

$$s=-\left.\frac{d\ln p}{d\delta}\right|_0=\frac{\mu f(\mu)}{p_0}=184.$$

For small spread, $p\approx p_0(1-s\delta)$. Then $\mathrm{Var}[p]\approx p_0^2s^2\sigma^2$ and $\bar p^2\approx p_0^2$, so to leading order

$$\frac{\mathrm{Var}[p]}{\bar p^2}\approx s^2\sigma^2.$$

Squaring the average is therefore safe when $\sigma\ll1/s$, which here means a spread well below 0.54%. A spread of 1.5% has $s\sigma=2.76$, and this expansion fails.

The next approximation expands $\ln p$ instead of $p$, which requires the curvature. From $f'(m)=f(m)(n_c/m-1)$,

$$\left.\frac{d^2p}{d\delta^2}\right|_0=-\mu^2f'(\mu)=\mu f(\mu)(\mu-n_c)=p_0\,s(\mu-n_c).$$

Since $(\ln p)''=p''/p-(p'/p)^2$,

$$c=-\left.\frac{d^2\ln p}{d\delta^2}\right|_0=s^2-s(\mu-n_c)=974.$$

Thus $\ln p\approx\ln p_0-s\delta-c\delta^2/2$. Treat the dose as Gaussian for this estimate. The average of $p^j$, with $j=1$ or 2, is

$$E[p^j]\approx\frac{p_0^j}{\sigma\sqrt{2\pi}}\int_{-\infty}^{\infty}\exp\left(-js\delta-\frac{A\delta^2}{2}\right)d\delta,\qquad A=\frac{1+jc\sigma^2}{\sigma^2}.$$

Completing the square,

$$-js\delta-\frac{A\delta^2}{2}=-\frac A2\left(\delta+\frac{js}{A}\right)^2+\frac{j^2s^2}{2A}.$$

The remaining Gaussian integral is $\sqrt{2\pi/A}$, so

$$E[p^j]\approx\frac{p_0^j}{\sqrt{1+jc\sigma^2}}\exp\left[\frac{j^2s^2\sigma^2}{2(1+jc\sigma^2)}\right].$$

The factor $j^2$ is the essential point. Squaring $p$ doubles its logarithmic slope, and the slope enters the exponent squared. The centre of the contributing doses, $\delta=-js/A$, also moves outward: to $-0.034$ for one failure and $-0.058$ for two, close to the exact mean shifts, which are $-0.034$ and $-0.057$ for a Gaussian dose and $-0.033$ and $-0.055$ for the gamma dose.

The estimate gives $P_2/\bar p^2=78$. Numerical averaging with the full $p(x)$ and the same Gaussian dose gives 72, so the estimate is 8% high. Dropping $c$ would give $\exp(s^2\sigma^2)\approx2000$. That version extrapolates the nominal slope into the tail, whereas $\ln p$ flattens as the dose falls towards the threshold.

The gamma dose gives 62 instead of 72 because its lower tail is thinner. Near its mean, the expansion of $k(\ln x-x)$ contains $k\delta^3/3$ beyond the quadratic term. At $\delta=-0.055$ this is about $-0.25$ in the exponent. The remaining factor $1/x$ in the density gives back about $0.06$, which leaves a reduction of roughly a fifth in the density where joint failures arise. Accordingly $P_2$ is 22% lower than its Gaussian value of $1.03\times10^{-10}$. The thinner tail also lowers $\bar p^2$, by about 10%, so the ratio falls by only 14%.

With mean dose and threshold held fixed, the effect of the spread is as follows.

| Shared spread | $\bar p$ | $P_2$ | $P_2/\bar p^2$ |
|---:|---:|---:|---:|
| 0.5% | $8.8\times10^{-8}$ | $1.7\times10^{-14}$ | 2.2 |
| 1.0% | $2.6\times10^{-7}$ | $8.3\times10^{-13}$ | 12 |
| 1.5% | $1.1\times10^{-6}$ | $8.0\times10^{-11}$ | 62 |
| 2.0% | $5.6\times10^{-6}$ | $5.3\times10^{-9}$ | 170 |

From 0.5% to 2.0%, the single failure probability rises about 64-fold and the joint probability about $3\times10^5$-fold. The gain from the second copy, $\bar p/P_2$, falls from about $5\times10^6$ to about $10^3$.

## How far the numbers carry over

The wavelength is that of extreme-ultraviolet lithography, and the dose, hole size, film thickness and absorption are rough typical values for chemically amplified resists. The 85% threshold and the 1.5% effective spread are model choices, not process data. The probabilities are sensitive to them: at fixed $n_c$, a 1% change in mean dose changes $p_0$ by a factor of about six. Real resists also break the assumption that the photon count alone decides failure. If each absorbed photon makes a Poisson number of acids with mean 3, and the threshold is $3n_c$ acids, then $\bar p$ rises to $1.2\times10^{-5}$ and $P_2$ to $2.3\times10^{-9}$, 29 times the photon-only value. The ratio $P_2/\bar p^2$ falls to 16, because the added independent noise makes failure less sensitive to dose. A smaller ratio thus does not mean a safer pair. Independent hole-size variation, focus, clustering of resist components and etch failures are left out, so these figures do not predict a process yield.

The far dose tail is a second weak point. If doses beyond three standard deviations never occur, $P_2$ falls to $1.7\times10^{-11}$ and the ratio to 19. A dose distribution measured only near its centre cannot settle the joint failure probability.

Imperfect sharing lowers the ratio noticeably, even when the doses remain strongly correlated. For Gaussian doses with correlation 0.9 between the copies, the ratio is 50 instead of 72. Moving the copies apart helps to the extent that it lowers the covariance of $p(x_1)$ and $p(x_2)$; a move much shorter than the distance over which the dose varies gains little. Printing them in separate exposures of the same film stops them from sharing only the part of the dose error that varies independently from one exposure to the next; a systematic dose error or a film-thickness error can still be common to both copies. Electron blur, by contrast, is a negligible source of correlation here: for holes with centres 40 nm apart and a Gaussian blur of standard deviation 3 nm, it produces a count correlation of order $10^{-8}$, against 0.21 from the shared dose. This correlation grows very steeply with blur and closeness. At the same spacing it is about $4\times10^{-3}$ for a 7 nm blur and $4\times10^{-2}$ for a 10 nm blur, and at 30 nm spacing a 5 nm blur gives $10^{-2}$. Acid diffusion adds to the electron blur in chemically amplified resists, so blur need not be negligible for closely spaced holes. The effect of blur on the failure probability of a single hole is not included.

Finally, the expected 0.80 failed pairs does not fix the chance of having none. If $M$ pairs all share one dose, the chance of no failed pair is $E[(1-p^2)^M]$. Since $(1-u)^M$ is convex for $0\le u\le1$, this is at least $(1-P_2)^M$, the value when doses are independent from pair to pair but still shared within each pair. Shared dose gathers the failures into fewer, worse exposures, while the expected number remains $MP_2$. The numerical output following this text lists the main values used here.

## Table of computed values

```
wavelength: 13.5 nm
photon energy: 91.84 eV
mean dose in hole: 40.0 mJ/cm2
incident photons: 27.18 per nm2
hole diameter: 20.0 nm; area: 314.2 nm2
film thickness: 30.0 nm
absorption coefficient: 5.0 per um
absorbed fraction: 0.1393
mean absorbed count mu: 1189.6 photons
threshold fraction: 0.85
failure threshold n_crit: 1011 photons
relative shot noise: 2.90 %
shared dose spread sigma: 1.50 %
count correlation from shared dose: 0.211
single failure at nominal dose: 5.925e-08
average single failure: 1.139e-06
square of average: 1.297e-12
variance of conditional failure: 7.901e-11
joint failure, mean squared + variance: 8.031e-11
joint failure, count road: 8.031e-11
joint / squared average: 61.93
second fails given first failed: 7.052e-05
via pairs: 1.0e+10
expected failed pairs, squared average: 0.0130
expected failed pairs, true joint: 0.8031
mean relative dose given one failure: 0.9671
mean relative dose given both fail: 0.9454
same, below mean by: 3.64 sigma
probability of dose below -3 sigma: 1.178e-03
share of joint failures from there: 79.2 %
log-slope s: 183.9; curvature c: 974
s times sigma: 2.758
ratio, Gaussian dose: 71.89
ratio, quadratic log estimate: 77.81
ratio, linear log estimate: 2013.1
spread 0.5 %: average 8.83e-08, joint 1.70e-14, ratio 2.18
spread 1.0 %: average 2.60e-07, joint 8.27e-13, ratio 12.26
spread 1.5 %: average 1.14e-06, joint 8.03e-11, ratio 61.93
spread 2.0 %: average 5.61e-06, joint 5.26e-09, ratio 167.29
mild test: squared average 0.00397, joint 0.00798
mild simulation, shared dose: 0.00795
mild simulation, separate doses: 0.00400
acid yield: 3 per absorbed photon
with acid noise: average 1.209e-05, joint 2.345e-09
with acid noise: ratio 16.05
Gaussian dose: average 1.197e-06, joint 1.030e-10
dose correlation 0.9: joint 7.136e-11
same: ratio 49.80
dose cut at 3 sigma: average 9.380e-07, joint 1.678e-11
dose cut at 3 sigma: ratio 19.07
hole spacing: 40.0 nm; blur sigma: 3.0 nm
count correlation from blur: 1.42e-08
```
